# How misfit strain raises the barrier for a bonded spherical nucleus: verification in Python

```python
"""
Result under test: a bonded spherical nucleus with stress-free linear misfit e,
in an isotropic matrix of equal elastic constants, stores the elastic energy
    g_s = 2 mu e^2 (1 + nu)/(1 - nu)   per nucleus volume,
and its nucleation barrier is raised by the factor 1/(1 - g_s/g)^2.
mu: shear modulus, nu: Poisson ratio, g: driving force per volume,
gamma: interface energy, K: bulk modulus, c: strain of the embedded nucleus.
Working units: nm and GPa; 1 GPa nm = 1 J/m2, 1 GPa nm^3 = 1e-18 J.
"""
import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.optimize import minimize_scalar

mu, nu, misfit, drive = 10.0, 0.25, -0.02, 0.3
gamma, temperature = 0.075, 400.0
to_ev = 1e-18 / charge


def bulk_modulus(shear, poisson):
    return 2 * shear * (1 + poisson) / (3 * (1 - 2 * poisson))


def elastic_fe(radius, outer, n_matrix, shear_nucleus):
    """Minimize the radial elastic energy with linear finite elements.

    The outer surface is free. Returns energy, nodes and displacements.
    """
    n_in = 20
    r = np.concatenate([np.linspace(0, radius, n_in + 1),
                        np.geomspace(radius, outer, n_matrix + 1)[1:]])
    stiffness = np.zeros((len(r), len(r)))
    load = np.zeros(len(r))
    points = []
    for i in range(len(r) - 1):
        h = r[i + 1] - r[i]
        inside = i < n_in
        shear = shear_nucleus if inside else mu
        lam = 2 * shear * nu / (1 - 2 * nu)
        D = np.array([[lam + 2 * shear, 2 * lam],
                      [2 * lam, 4 * lam + 4 * shear]])
        free_strain = np.full(2, misfit if inside else 0.0)
        for x in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
            rg = r[i] + x * h
            B = np.array([[-1 / h, 1 / h], [(1 - x) / rg, x / rg]])
            weight = 4 * np.pi * rg**2 * h / 2
            stiffness[i:i + 2, i:i + 2] += weight * B.T @ D @ B
            load[i:i + 2] += weight * B.T @ D @ free_strain
            points.append((i, B, D, free_strain, weight))
    u = np.zeros(len(r))
    u[1:] = np.linalg.solve(stiffness[1:, 1:], load[1:])
    energy = 0.0
    for i, B, D, free_strain, weight in points:
        strain = B @ u[i:i + 2] - free_strain
        energy += 0.5 * weight * strain @ D @ strain
    return energy, r, u, n_in


def sphere_volume(radius):
    return 4 * np.pi * radius**3 / 3


def strain_density(K_nucleus):
    return 18 * K_nucleus * mu * misfit**2 / (3 * K_nucleus + 4 * mu)


def numerical_barrier(net_drive, length=0.0):
    """Maximum of W(r), with interface energy gamma/(1 + 2 length/r)."""
    def minus_work(r):
        surface = 4 * np.pi * r**2 * gamma / (1 + 2 * length / r)
        return -(surface - sphere_volume(r) * net_drive)
    best = minimize_scalar(minus_work, bounds=(0.01, 2.0), method="bounded",
                           options={"xatol": 1e-9})
    return best.x, -best.fun


def rise_percent(density, driving=drive):
    return 100 * ((1 - density / driving)**-2 - 1)


# Closed formulas
K = bulk_modulus(mu, nu)
g_s = 2 * mu * misfit**2 * (1 + nu) / (1 - nu)
c = misfit * (1 + nu) / (3 * (1 - nu))
energy_inside = 4.5 * K * (c - misfit)**2
energy_outside = 6 * mu * c**2
r0 = 2 * gamma / drive
r1 = 2 * gamma / (drive - g_s)
W0 = 16 * np.pi * gamma**3 / (3 * drive**2)
W1 = 16 * np.pi * gamma**3 / (3 * (drive - g_s)**2)
rise = rise_percent(g_s)

# Elastic solution against direct energy minimization
a = 0.5
E_coarse = elastic_fe(a, 40 * a, 200, mu)[0] / sphere_volume(a)
E_total, nodes, u, n_in = elastic_fe(a, 40 * a, 400, mu)
E_fine = E_total / sphere_volume(a)
assert abs(E_fine / g_s - 1) < 3e-4      # mesh and finite outer radius
assert abs(E_fine - g_s) < abs(E_coarse - g_s)
assert abs((energy_inside + energy_outside) / E_fine - 1) < 3e-4
assert abs(u[n_in] / a / c - 1) < 3e-4
r_mid = (nodes[n_in] + nodes[n_in + 1]) / 2
slope = (u[n_in + 1] - u[n_in]) / (nodes[n_in + 1] - nodes[n_in])
hoop = (u[n_in + 1] + u[n_in]) / 2 / r_mid
assert abs((slope - hoop) / (-3 * c * (a / r_mid)**3) - 1) < 1e-3

# Cubic scaling with radius, same outer wall
E_double = elastic_fe(2 * a, 40 * a, 400, mu)[0]
assert abs(E_double / E_total / 8 - 1) < 5e-4   # wall at 20 radii

# Stiffer crystal
g_stiff = strain_density(bulk_modulus(2 * mu, nu))
E_stiff = elastic_fe(a, 40 * a, 400, 2 * mu)[0] / sphere_volume(a)
assert abs(E_stiff / g_stiff - 1) < 3e-4
g_rigid = 6 * mu * misfit**2
E_rigid = elastic_fe(a, 40 * a, 400, 1e5 * mu)[0] / sphere_volume(a)
assert abs(E_rigid / g_rigid - 1) < 5e-4

# Barrier by maximization, with the finite-element strain energy
r0_num, W0_num = numerical_barrier(drive)
r1_num, W1_num = numerical_barrier(drive - E_fine)
assert abs(r0_num / r0 - 1) < 1e-4 and abs(r1_num / r1 - 1) < 1e-4
assert abs(W0_num / W0 - 1) < 1e-6 and abs(W1_num / W1 - 1) < 1e-4
rise_num = 100 * (W1_num / W0_num - 1)
assert abs(rise_num - rise) < 0.01
assert abs(rise_num - 10) < 1

# Convention and neglected effects
free_if_in_place = misfit * misfit / c
g_in_place = g_s * (free_if_in_place / misfit)**2
drive_parent = drive * (1 + misfit)**3
kT_ev = boltzmann * temperature / charge
extra_ev = (W1 - W0) * to_ev
area_change = 2 * abs(c)
length = 0.1
rc0, Wc0 = numerical_barrier(drive, length)
rc1, Wc1 = numerical_barrier(drive - g_s, length)
viscosity_glass, pulse, atom_density = 1e12, 100e-9, 33.0

print(f"shear modulus                         {mu:.1f} GPa")
print(f"Poisson ratio                         {nu:.2f}")
print(f"stress-free linear misfit             {100*misfit:.1f} %")
print(f"stress-free volume change             {100*((1+misfit)**3-1):.2f} %")
print(f"driving force                         {drive*1e3:.0f} MJ/m3")
print(f"interface energy (rough)              {gamma:.3f} J/m2")
print(f"temperature                           {temperature:.0f} K")
print(f"bulk modulus                          {K:.2f} GPa")
print(f"strain c of embedded nucleus          {100*c:.3f} %")
print(f"elastic energy inside nucleus         {energy_inside*1e3:.3f} MJ/m3")
print(f"elastic energy in matrix              {energy_outside*1e3:.3f} MJ/m3")
print(f"total g_s, formula                    {g_s*1e3:.3f} MJ/m3")
print(f"total g_s, finite elements            {E_fine*1e3:.3f} MJ/m3")
print(f"shift on mesh doubling                {(E_fine-E_coarse)*1e3:.5f} MJ/m3")
print(f"ratio g_s/g                           {g_s/drive:.5f}")
print(f"critical radius without strain        {r0:.4f} nm")
print(f"critical radius with strain           {r1:.4f} nm")
print(f"barrier without strain                {W0*to_ev:.4f} eV")
print(f"barrier with strain                   {W1*to_ev:.4f} eV")
print(f"barrier increase                      {extra_ev:.4f} eV")
print(f"barrier rise, formula                 {rise:.2f} %")
print(f"barrier rise, numerical maximum       {rise_num:.2f} %")
print(f"first-order rise 2 g_s/g              {200*g_s/drive:.2f} %")
print(f"thermal energy kT                     {kT_ev:.5f} eV")
print(f"thermal factor exp(-increase/kT)      {np.exp(-extra_ev/kT_ev):.3f}")
print("Convention and neglected effects:")
print(f"rise if 2 % is the in-place strain    {rise_percent(g_in_place):.1f} %")
print(f"rise if g is per crystal volume       {rise_percent(g_s, drive_parent):.2f} %")
print(f"g_s, crystal twice as stiff           {g_stiff*1e3:.2f} MJ/m3")
print(f"rise, crystal twice as stiff          {rise_percent(g_stiff):.1f} %")
print(f"rise, rigid crystal                   {rise_percent(g_rigid):.1f} %")
print(f"viscosity at glass transition         {viscosity_glass:.0e} Pa s")
print(f"Maxwell time at that viscosity        {viscosity_glass/(mu*1e9):.0f} s")
print(f"pulse length                          {pulse*1e9:.0f} ns")
print(f"viscosity with Maxwell time = pulse   {mu*1e9*pulse:.0f} Pa s")
print(f"matrix shear strain at interface      {300*abs(c):.2f} %")
print(f"matrix shear stress at interface      {3*mu*abs(c):.3f} GPa")
print(f"interface area change 2|c|            {100*area_change:.2f} %")
print(f"barrier shift if area grows so        {100*((1+area_change)**3-1):.1f} %")
print(f"barrier shift if area shrinks so      {100*((1-area_change)**3-1):.1f} %")
print(f"assumed curvature length              {length:.2f} nm")
print(f"unstrained barrier with curvature     {Wc0*to_ev:.3f} eV")
print(f"strained barrier with curvature       {Wc1*to_ev:.3f} eV")
print(f"rise with curvature                   {100*(Wc1/Wc0-1):.1f} %")
print(f"atom density (rough)                  {atom_density:.0f} per nm3")
print(f"atoms in strained critical nucleus    {atom_density*sphere_volume(r1):.0f}")
print("done: every assertion held")
```

Running it gives:

```
shear modulus                         10.0 GPa
Poisson ratio                         0.25
stress-free linear misfit             -2.0 %
stress-free volume change             -5.88 %
driving force                         300 MJ/m3
interface energy (rough)              0.075 J/m2
temperature                           400 K
bulk modulus                          16.67 GPa
strain c of embedded nucleus          -1.111 %
elastic energy inside nucleus         5.926 MJ/m3
elastic energy in matrix              7.407 MJ/m3
total g_s, formula                    13.333 MJ/m3
total g_s, finite elements            13.334 MJ/m3
shift on mesh doubling                -0.00142 MJ/m3
ratio g_s/g                           0.04444
critical radius without strain        0.5000 nm
critical radius with strain           0.5233 nm
barrier without strain                0.4902 eV
barrier with strain                   0.5369 eV
barrier increase                      0.0467 eV
barrier rise, formula                 9.52 %
barrier rise, numerical maximum       9.52 %
first-order rise 2 g_s/g              8.89 %
thermal energy kT                     0.03447 eV
thermal factor exp(-increase/kT)      0.258
Convention and neglected effects:
rise if 2 % is the in-place strain    36.5 %
rise if g is per crystal volume       10.16 %
g_s, crystal twice as stiff           17.14 MJ/m3
rise, crystal twice as stiff          12.5 %
rise, rigid crystal                   18.1 %
viscosity at glass transition         1e+12 Pa s
Maxwell time at that viscosity        100 s
pulse length                          100 ns
viscosity with Maxwell time = pulse   1000 Pa s
matrix shear strain at interface      3.33 %
matrix shear stress at interface      0.333 GPa
interface area change 2|c|            2.22 %
barrier shift if area grows so        6.8 %
barrier shift if area shrinks so      -6.5 %
assumed curvature length              0.10 nm
unstrained barrier with curvature     0.126 eV
strained barrier with curvature       0.148 eV
rise with curvature                   17.3 %
atom density (rough)                  33 per nm3
atoms in strained critical nucleus    20
done: every assertion held
```
